# Correcting a simulated liquid's diffusivity for the periodic box: verification in Python

```python
# Result under test: a periodic cubic box lowers the tracer diffusivity by
#     D_inf - D_pbc = xi * kB * T / (6 * pi * eta * L),   xi = 2.837297
# eta: shear viscosity, L: box side, T: temperature, xi: cubic lattice constant.
# Tests use eta = L = 1; the worked example uses SI and engineering units.
import numpy as np
from scipy.constants import k as kB, e as e_charge
from scipy.integrate import quad
from scipy.special import erfc


def integer_vectors(limit):
    """All nonzero integer vectors with components from -limit to limit."""
    axis = np.arange(-limit, limit + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    vectors = grid.reshape(3, -1).T
    return vectors[np.any(vectors != 0, axis=1)]


def xi_split(alpha):
    """Lattice constant from rapidly convergent real and reciprocal sums."""
    n2 = np.sum(integer_vectors(7) ** 2, axis=1).astype(float)
    n = np.sqrt(n2)
    real_part = np.sum(erfc(alpha * n) / n)
    wave_part = np.sum(np.exp(-np.pi**2 * n2 / alpha**2) / n2) / np.pi
    return (2 * alpha / np.sqrt(np.pi) + np.pi / alpha**2
            - real_part - wave_part)


def xi_neutral_cells(limit):
    """Explicit potential of unit points, each in a neutralizing unit cube."""
    n2 = np.sum(integer_vectors(limit) ** 2, axis=1).astype(float)
    x, w = np.polynomial.legendre.leggauss(40)
    face = np.sum(w[:, None] * w[None, :]
                  / np.sqrt(1 + x[:, None]**2 + x[None, :]**2))
    unit_cube_integral = 0.75 * face
    background = (2 * limit + 1) ** 2 * unit_cube_integral
    # Mean potential of the neutral cells, from their second moment:
    # the integral of r^2 over a unit cube is 1/4.
    mean_potential = 2 * np.pi / 3 * 0.25
    return -(np.sum(1 / np.sqrt(n2)) - background - mean_potential)


xi = xi_split(2.0)
xi_direct = xi_neutral_cells(40)
assert abs(xi - xi_split(1.5)) < 1e-10
assert abs(xi - xi_split(2.5)) < 1e-10
assert abs(xi - xi_direct) < 5e-5  # finite number of explicit cells


def periodic_mobility(width, nonlocal_length):
    """Solve the Stokes equations for every mode; the force is along x."""
    k = 2 * np.pi * integer_vectors(16)
    k2 = np.sum(k**2, axis=1)
    viscosity = 1 / (1 + nonlocal_length**2 * k2)
    matrix = np.zeros((len(k), 4, 4), dtype=complex)
    for i in range(3):
        matrix[:, i, i] = viscosity * k2
        matrix[:, i, 3] = 1j * k[:, i]
        matrix[:, 3, i] = 1j * k[:, i]
    force = np.zeros((len(k), 4, 1), dtype=complex)
    force[:, 0, 0] = 1
    velocity_x = np.linalg.solve(matrix, force)[:, 0, 0].real
    return np.sum(velocity_x * np.exp(-k2 * width**2))


def unbounded_mobility(width, nonlocal_length):
    """Same Gaussian force in an unbounded liquid, by quadrature."""
    angular = quad(lambda c: 1 - c**2, -1, 1)[0]
    radial = quad(lambda q: (1 + nonlocal_length**2 * q**2)
                  * np.exp(-q**2 * width**2), 0, 8 / width,
                  epsabs=1e-11, epsrel=1e-11)[0]
    return angular * radial / (4 * np.pi**2)


width = 0.06
mobility_box = periodic_mobility(width, 0.0)
mobility_loss = unbounded_mobility(width, 0.0) - mobility_box
predicted_loss = (xi - 4 * np.pi * width**2) / (6 * np.pi)
assert abs(mobility_loss - predicted_loss) < 1e-8

# Nonlocal viscosity eta / (1 + lambda^2 k^2) enlarges the correction.
lam = 0.05
loss_nonlocal = unbounded_mobility(width, lam) - periodic_mobility(width, lam)
predicted_nonlocal = (xi - 4 * np.pi * width**2
                      + 4 * np.pi * lam**2) / (6 * np.pi)
assert abs(loss_nonlocal - predicted_nonlocal) < 1e-8

# Einstein relation: equipartition and decay of thermal shear modes,
# integrated over time, against kT times the steady-drag mobility.
thermal_energy, density = 1.7, 0.6
m2, count = np.unique(np.sum(integer_vectors(16)**2, axis=1),
                      return_counts=True)
k2_shell = 4 * np.pi**2 * m2
log_time = np.linspace(-28, 2, 1201)
time = np.exp(log_time)
weights = count * np.exp(-k2_shell * width**2)
correlation = (2 / 3 * thermal_energy / density
               * np.exp(-np.outer(time, k2_shell) / density) @ weights)
integrand = time * correlation
step = log_time[1] - log_time[0]
diffusivity_thermal = step * (np.sum(integrand)
                              - 0.5 * (integrand[0] + integrand[-1]))
assert abs(diffusivity_thermal / (thermal_energy * mobility_box) - 1) < 1e-6

# Finite sphere: uniform traction on a shell, summed inside a wave-number
# sphere; the same cutoff is used for the unbounded liquid.
radius, cutoff = 0.1, 50.5
m2_all = np.sum(integer_vectors(50)**2, axis=1)
k_all = 2 * np.pi * np.sqrt(m2_all[m2_all < cutoff**2])
shell_sum = np.sum((np.sin(k_all * radius) / (k_all * radius))**2 / k_all**2)
shell_integral = quad(lambda q: np.sinc(q * radius / np.pi)**2, 0,
                      2 * np.pi * cutoff, limit=400)[0] / (2 * np.pi**2)
shell_loss = 2 / 3 * (shell_integral - shell_sum)
predicted_shell = (xi - 4 * np.pi * radius**2 / 3) / (6 * np.pi)
assert abs(shell_loss - predicted_shell) < 2e-5  # lattice-count noise

# Worked example: rough conditions of a Ge-Sb-Te melt.
T, eta, L = 900.0, 2.0e-3, 3.0e-9
D_pbc, rho = 3.5e-9, 6000.0
atom_radius, nonlocal_length = 0.15e-9, 0.1e-9


def correction(temperature, viscosity, side):
    return xi * kB * temperature / (6 * np.pi * viscosity * side)


delta = correction(T, eta, L)
assert abs(delta - 3.1e-10) < 0.05e-10
D_inf = D_pbc + delta
L_one_percent = L * delta / (0.01 * D_inf)
T_cool, activation = 850.0, 0.3
eta_cool = eta * np.exp(activation * e_charge / kB * (1 / T_cool - 1 / T))
radius_change = -4 * np.pi * atom_radius**2 / (3 * xi * L**2)
nonlocal_change = 4 * np.pi * nonlocal_length**2 / (xi * L**2)
decay_time = rho * L**2 / (4 * np.pi**2 * eta)

print(f"lattice constant xi, split sums: {xi:.6f}")
print(f"lattice constant xi, explicit neutral cells: {xi_direct:.5f}")
print(f"test mobility loss, mode by mode (eta=L=1): {mobility_loss:.6f}")
print(f"test mobility loss, formula (eta=L=1): {predicted_loss:.6f}")
print(f"temperature: {T:.0f} K")
print(f"viscosity: {eta*1e3:.1f} mPa s")
print(f"box side: {L*1e9:.1f} nm")
print(f"thermal energy kB T: {kB*T:.4e} J")
print(f"Stokes factor 6 pi eta L: {6*np.pi*eta*L:.4e} kg/s")
print(f"kB T / (6 pi eta L): {kB*T/(6*np.pi*eta*L):.4e} m^2/s")
print(f"finite-size correction: {delta:.3e} m^2/s")
print(f"finite-size correction: {delta*1e9:.3f} nm^2/ns")
print(f"assumed periodic-box diffusivity: {D_pbc:.2e} m^2/s")
print(f"corrected diffusivity: {D_inf:.3e} m^2/s")
print(f"correction / corrected diffusivity: {100*delta/D_inf:.1f} %")
for side_nm in (2.0, 4.0, 6.0):
    value = correction(T, eta, side_nm * 1e-9)
    print(f"correction for {side_nm:.0f} nm box: {value:.3e} m^2/s")
print(f"box side for a 1 % correction: {L_one_percent*1e9:.1f} nm")
for factor in (0.8, 1.2):
    value = correction(T, factor * eta, L)
    print(f"correction at {factor*eta*1e3:.1f} mPa s: {value:.3e} m^2/s")
print(f"rough viscosity activation energy: {activation:.1f} eV")
print(f"viscosity at {T_cool:.0f} K: {eta_cool*1e3:.2f} mPa s")
print(f"correction at {T_cool:.0f} K: "
      f"{correction(T_cool, eta_cool, L):.3e} m^2/s")
print(f"rough atomic radius: {atom_radius*1e9:.2f} nm")
print(f"change of correction from atomic radius: {100*radius_change:.2f} %")
print(f"rough nonlocality length: {nonlocal_length*1e9:.2f} nm")
print(f"change from nonlocal viscosity: {100*nonlocal_change:.2f} %")
print(f"rough mass density: {rho/1000:.1f} g/cm^3")
print(f"slowest shear-mode decay time: {decay_time*1e12:.2f} ps")
print("done: every assertion held")
```

Printed output:

```
lattice constant xi, split sums: 2.837297
lattice constant xi, explicit neutral cells: 2.83730
test mobility loss, mode by mode (eta=L=1): 0.148123
test mobility loss, formula (eta=L=1): 0.148123
temperature: 900 K
viscosity: 2.0 mPa s
box side: 3.0 nm
thermal energy kB T: 1.2426e-20 J
Stokes factor 6 pi eta L: 1.1310e-10 kg/s
kB T / (6 pi eta L): 1.0987e-10 m^2/s
finite-size correction: 3.117e-10 m^2/s
finite-size correction: 0.312 nm^2/ns
assumed periodic-box diffusivity: 3.50e-09 m^2/s
corrected diffusivity: 3.812e-09 m^2/s
correction / corrected diffusivity: 8.2 %
correction for 2 nm box: 4.676e-10 m^2/s
correction for 4 nm box: 2.338e-10 m^2/s
correction for 6 nm box: 1.559e-10 m^2/s
box side for a 1 % correction: 24.5 nm
correction at 1.6 mPa s: 3.897e-10 m^2/s
correction at 2.4 mPa s: 2.598e-10 m^2/s
rough viscosity activation energy: 0.3 eV
viscosity at 850 K: 2.51 mPa s
correction at 850 K: 2.345e-10 m^2/s
rough atomic radius: 0.15 nm
change of correction from atomic radius: -0.37 %
rough nonlocality length: 0.10 nm
change from nonlocal viscosity: 0.49 %
rough mass density: 6.0 g/cm^3
slowest shear-mode decay time: 0.68 ps
done: every assertion held
```
